# Zero-Potential Vertex and Reducible Terms of the Bound-Electron g Factor, part 1

(Sections cited here and not found follow in the second part.)

## I. The uniform field and the vertex near zero momentum transfer

### What goes wrong without the reduction

The one-loop vertex correction to a bound-electron g factor has a part in which the electron propagates freely inside the loop. This zero-potential part is treated here in momentum space, where the free vertex function can be calculated and its ultraviolet divergence removed. The vector potential of a uniform magnetic field, however, grows linearly with distance and has no ordinary Fourier transform. The correction then looks like a six-dimensional integral over two electron momenta with an undefined kernel. It is tempting to say that a uniform field transfers no momentum and to evaluate the vertex at equal momenta. This discards the slope of the vertex in the momentum transfer, which for the 1s state of hydrogenlike lead, with the ultraviolet subtraction used below, is the largest part of the vertex term.

A second difficulty concerns the free limit. In Feynman gauge, which is used here, the vertex term by itself does not approach the free-electron value \(\Delta g=\alpha/\pi\) for weak binding; it diverges logarithmically. The finite limit belongs to its sum with a companion, the reducible term. Both are needed, and both reduce to integrals over one radial momentum.

### Conventions and the two terms

We use \(\hbar=c=1\) and Gaussian charge, \(e^2=\alpha\), and keep the mass \(m\). The electron has charge \(-e\). The metric is \((+,-,-,-)\), and \(\gamma^i=\gamma^0\alpha_i\). Indices \(i,j,k,n\) on three-vectors denote Cartesian components, so that \(\not p=\gamma^0p^0-\gamma^ip_i\).

The electron moves in a static central potential \(V\) and has the unperturbed energy \(\varepsilon\), with \(0<\varepsilon<m\). A field \(\mathbf B\) along \(z\) adds to the Dirac Hamiltonian

\[
e\,\boldsymbol\alpha\cdot\mathbf A,\qquad \mathbf A=\tfrac12\,\mathbf B\times\mathbf r,\qquad
\Delta E=g\,\frac{e}{2m}\,B\,m_j. \tag{1}
\]

The last relation defines \(g\). For \(m_j=\tfrac12\) it gives \(g=4m\,\Delta E/(eB)\).

Let \(\Sigma\) be the self-energy operator, defined so that the inverse propagator is \(\not p-m-\Sigma\). Multiplication by \(\gamma^0\) shows that \(\gamma^0\Sigma\) acts as an addition to the Hamiltonian, so the first-order level shift is \(\int\bar\psi\,\Sigma(E)\,\psi\). A magnetic field changes this expression in three places: in the wave function, in the electron propagator inside \(\Sigma\), and in the energy argument \(E\). The second change is the vertex term and the third is the reducible term. In the zero-potential part of each, the propagators in the loop are free. Loops with interactions with \(V\) inside them, and the change of the wave function, are left out here.

With the free propagator \(S(p)=1/(\not p-m)\), the Feynman-gauge self-energy follows from two vertices, whose product is \(-4\pi\alpha\), an electron line \(iS\) and a photon line \(-i/k^2\). Their product is \(-i\Sigma\), hence

\[
\Sigma(p)=-4\pi i\alpha\int\!\frac{d^4k}{(2\pi)^4}\,\frac{\gamma^\beta S(p-k)\gamma_\beta}{k^2}. \tag{2}
\]

In the field, the inverse propagator becomes \(\not p-m-e\gamma^iA_i\), so to first order \(S\) changes by \(+S\,e\gamma^iA_i\,S\). The self-energy therefore changes by \(e\Lambda^iA_i\), where

\[
\Lambda^\mu(p',p)=-4\pi i\alpha\int\!\frac{d^4k}{(2\pi)^4}\,
\frac{\gamma^\beta S(p'-k)\gamma^\mu S(p-k)\gamma_\beta}{k^2}. \tag{3}
\]

This has the same sign as the tree coupling, since \(\psi^\dagger e\alpha_iA_i\psi=\bar\psi\,e\gamma^iA_i\psi\). The loop correction is thus obtained by replacing \(\gamma^i\) with \(\Lambda^i\).

### The field as a gradient of the delta function

Define \(\psi(\mathbf p)=(2\pi)^{-3/2}\int d^3r\,e^{-i\mathbf p\cdot\mathbf r}\psi(\mathbf r)\). A factor \(\mathbf r\) under \(\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\) is produced by \(i\nabla_q\), so

\[
\mathbf A(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,\tfrac12\mathbf B\times\mathbf r
=\frac i2(2\pi)^3\,\mathbf B\times\nabla_q\,\delta(\mathbf q). \tag{4}
\]

The vertex shift is \(e(2\pi)^{-3}\int d^3p'\,d^3p\;\bar\psi(\mathbf p')\Lambda^i(p',p)\psi(\mathbf p)A_i(\mathbf p'-\mathbf p)\). A static field transfers no energy, so both four-momenta have the time component \(\varepsilon\). Set \(\mathbf p'=\mathbf P+\mathbf q/2\) and \(\mathbf p=\mathbf P-\mathbf q/2\); the Jacobian is one. With

\[
M_i(\mathbf q)=\int d^3P\;\bar\psi(\mathbf P+\tfrac{\mathbf q}2)\,
\Lambda^i(P+\tfrac q2,P-\tfrac q2)\,\psi(\mathbf P-\tfrac{\mathbf q}2), \tag{5}
\]

one integration by parts in \(\mathbf q\) moves the gradient off the delta function and changes the sign:

\[
\Delta E_{\rm ver}=-\frac{ie}{2}\,\epsilon_{ijk}B_j\,
\frac{\partial M_i}{\partial q_k}\bigg|_{\mathbf q=0}. \tag{6}
\]

This requires \(M_i\) to be differentiable at \(\mathbf q=0\). A bound state decays exponentially in space, so \(\psi(\mathbf p)\) is smooth, and the vertex is smooth there because the electron is off its mass shell. For a plane wave on the mass shell both reasons fail.

The derivative in (6) acts on the two wave functions and on \(\Lambda^i\). The first action needs the vertex at equal momenta, the second its slope.

### The vertex at equal momenta

Differentiating \(S^{-1}S=1\) gives \(\partial S/\partial p_\mu=-S\gamma^\mu S\). Comparison of (2) and (3) then yields the Ward identity

\[
\Lambda^\mu(p,p)=-\frac{\partial\Sigma(p)}{\partial p_\mu}. \tag{7}
\]

A regulator compatible with this identity is understood for the divergent constants.

To find \(\Sigma\), combine the denominators in (2) with weight \(1-x\) for the electron and \(x\) for the photon. The combined denominator is

\[
k^2-2(1-x)k\cdot p+(1-x)(p^2-m^2)=\ell^2-\Delta, \tag{8}
\]

with \(k=\ell+(1-x)p\) and \(\Delta=(1-x)(m^2-xp^2)\). The electron momentum in the loop is \(p-k=xp-\ell\), and the term odd in \(\ell\) integrates to zero.

The photon contraction follows from counting. Without summation, \(\gamma_\beta\) is the inverse of \(\gamma^\beta\), so \(\gamma^\beta X\gamma_\beta=\pm X\) for any product \(X\) of different gamma matrices. Summing the four signs gives

\[
\gamma^\beta X\gamma_\beta=\{4,\,-2,\,0,\,2\}\,X
\quad\text{for } 0,1,2,3\text{ different matrices in }X. \tag{9}
\]

For three matrices, for instance, each of the three values of \(\beta\) that occur in \(X\) passes two anticommuting partners and gives \(+1\), while the fourth value gives \(-1\). The numerator of \(\Sigma\) is therefore \(4m-2x\not p\).

The integral over \(\ell\) is fixed up to a constant by its derivative in \(\Delta\), which converges. Rotation \(\ell^0=i\ell_E^0\) gives

\[
\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}
=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{\ell_E^3\,d\ell_E}{(\ell_E^2+\Delta)^3}
=-\frac{i}{32\pi^2\Delta}. \tag{10}
\]

Here \(2\pi^2\) is the surface of the unit sphere in four dimensions, and the last radial integral is \(1/(4\Delta)\). The derivative of \(\int(\ell^2-\Delta)^{-2}\) is twice (10), so that integral equals \(-(i/16\pi^2)\ln\Delta\) plus a constant. Write

\[
s=\frac{p^2}{m^2}=\frac{\varepsilon^2-\mathbf p^2}{m^2}<1,\qquad
\ln\Delta=\ln[(1-x)m^2]+\ln(1-xs). \tag{11}
\]

The first logarithm is independent of \(p\). Its contribution, like the regulator constants, has the form of a constant times \(m\) plus a constant times \(\not p\). Since \(-4\pi i\alpha\cdot(-i/16\pi^2)=-\alpha/4\pi\),

\[
\Sigma(p)=C'm-C\not p-\frac{\alpha}{2\pi}\int_0^1\!dx\,(2m-x\not p)\ln(1-xs). \tag{12}
\]

Now apply (7), with \(\partial\not p/\partial p_\mu=\gamma^\mu\) and \(\partial s/\partial p_\mu=2p^\mu/m^2\). The mass constant drops out, and

\[
\Lambda^\mu(p,p)=C\gamma^\mu-\frac{\alpha}{2\pi}\left[\gamma^\mu J
+\frac{2p^\mu}{m^2}\,(2mK_1-\not p\,K_2)\right], \tag{13}
\]

\[
J=\int_0^1\!x\ln(1-xs)\,dx,\quad
K_1=\int_0^1\!\frac{x\,dx}{1-xs},\quad
K_2=\int_0^1\!\frac{x^2dx}{1-xs}. \tag{14}
\]

At \(p=0\) the bracket vanishes, because \(J(0)=0\). We subtract the vertex at zero momenta, \(\Lambda^\mu(0,0)=0\), which sets \(C=0\). Another subtraction changes the vertex and reducible terms separately but not their sum, as shown below.

The integrals in (14) are elementary. Use \(x/(1-xs)=s^{-1}[1/(1-xs)-1]\) for \(K_1\), the same identity multiplied by \(x\) for \(K_2\), and an integration by parts for \(J\):

\[
K_1=-\frac1s-\frac{\ln(1-s)}{s^2},\qquad
K_2=\frac{K_1-\frac12}{s},\qquad
J=\tfrac12\ln(1-s)+\tfrac s2K_2. \tag{15}
\]

Near the mass shell, \(s\to1\), these become

\[
K_1\to-\ln(1-s)-1,\qquad K_2\to-\ln(1-s)-\tfrac32,\qquad J\to-\tfrac34. \tag{16}
\]

The logarithms come from \(x\to1\), where the combined denominator has its weight on the photon and \(\Delta\) becomes small. They are infrared logarithms, cut off by the distance of the electron from its mass shell.

### The slope of the vertex

For a spatial component, \(\partial\not p/\partial p_k=-\gamma^k\), so \(\partial S/\partial p_k=+S\gamma^kS\). In \(\Lambda^i(P+q/2,P-q/2)\) the outgoing propagator contributes with \(+\tfrac12\) and the incoming one with \(-\tfrac12\). With \(l=P-k_{\rm photon}\) the momentum of the electron in the loop, the slope contains

\[
\tfrac12\left[S\gamma^kS\gamma^iS-S\gamma^iS\gamma^kS\right]. \tag{17}
\]

Let \(N=\not l+m\) and \(D=l^2-m^2\), so \(S=N/D\). Anticommutation gives \(\gamma^kN=(m-\not l)\gamma^k+2l_k\), and \(N(m-\not l)=-D\). Hence

\[
N\gamma^kN=-D\gamma^k+2l_kN,\qquad
N\gamma^kN\gamma^iN=-D\gamma^k\gamma^iN-2Dl_k\gamma^i+4l_kl_iN. \tag{18}
\]

The second relation uses the first one twice. Its last term is symmetric in \(i,k\) and cancels in the difference:

\[
N\gamma^kN\gamma^iN-(k\leftrightarrow i)
=-D\left\{[\gamma^k,\gamma^i](\not l+m)+2(l_k\gamma^i-l_i\gamma^k)\right\}. \tag{19}
\]

Moving \(\not l\) through \(\gamma^k\gamma^i\) gives \([[\gamma^k,\gamma^i],\not l]=4(l_i\gamma^k-l_k\gamma^i)\). Split \([\gamma^k,\gamma^i]\not l\) into half the anticommutator and half the commutator with \(\not l\). The commutator half cancels the last term of (19), and division by \(D^3\) leaves

\[
S\gamma^kS\gamma^iS-S\gamma^iS\gamma^kS
=-\frac{m[\gamma^k,\gamma^i]+\frac12\{[\gamma^k,\gamma^i],\not l\}}{(l^2-m^2)^2}. \tag{20}
\]

With \([\gamma^k,\gamma^i]=-2i\epsilon_{kin}\Sigma_n\), where \(\Sigma_n\) is the spin matrix, the second numerator contains \(\tfrac12\{\Sigma_n,\not l\}\). The matrix \(\Sigma_n\) commutes with \(\gamma^0\) and \(\gamma^n\) and anticommutes with the other two, so, with no sum over \(n\),

\[
\tfrac12\{\Sigma_n,\not l\}=\Sigma_n(\gamma^0l^0-\gamma^nl_n). \tag{21}
\]

Since \(\Sigma_n\) is itself a product of the two other spatial gamma matrices, each term in (21) is a product of three different ones. By (9) the photon contraction removes the mass term of (20) and doubles the rest.

The remaining integral converges. Using \(1/(a^2b)=\int_0^1dx\,2(1-x)/[(1-x)a+xb]^3\), the shift \(l=xp-\ell\), and (10),

\[
\int\!\frac{d^4l}{(2\pi)^4}\frac{l^\nu}{(l^2-m^2)^2(p-l)^2}
=p^\nu\!\int_0^1\!dx\,2x(1-x)\frac{-i}{32\pi^2\Delta}
=-\frac{i\,p^\nu}{16\pi^2m^2}K_1. \tag{22}
\]

Collecting factors, (17) and (20) give \(i\epsilon_{kin}\tfrac12\{\Sigma_n,\not l\}/D^2\), the contraction gives 2, and the loop gives \(-4\pi i\alpha\cdot(-i/16\pi^2m^2)=-\alpha/(4\pi m^2)\). Therefore

\[
\frac{\partial\Lambda^i}{\partial q_k}\bigg|_{q=0}
=-\frac{i\alpha}{2\pi m^2}\,\epsilon_{kin}\,K_1\,\tfrac12\{\Sigma_n,\not p\}. \tag{23}
\]

Equations (7), (13) and (23) were tested at one off-shell momentum against four-dimensional numerical integration of the loop as it stands in (2) and (3). The largest deviation among the matrix elements of the tested components, in units of \(\alpha/\pi\), was \(8\times10^{-6}\) for the Ward identity, \(1\times10^{-8}\) for the vertex at equal momenta, and \(2\times10^{-7}\) for the slope. The first and last comparisons contain numerical derivatives.

## II. One radial integral and its free limit

### Symbols and results carried over

The four-momentum is \(p=(\varepsilon,\mathbf p)\), and from here on \(p\) in scalar expressions means \(|\mathbf p|\), with \(\mathbf n=\mathbf p/p\). The off-shell variable is \(s=(\varepsilon^2-p^2)/m^2\), and \(J,K_1,K_2\) are the functions (14). The shift is given by (6), the vertex at equal momenta by (13) with \(C=0\), and its slope by (23). For \(m_j=\tfrac12\), \(g=4m\,\Delta E/(eB)\).

We now take an \(s_{1/2}\) state with spin up along \(\mathbf B\). Its momentum-space spinor is

\[
\psi(\mathbf p)=\frac1{\sqrt{4\pi}}\begin{pmatrix}G(p)\,\chi\\ F(p)\,\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix},
\qquad \int_0^\infty\!p^2(G^2+F^2)\,dp=1, \tag{24}
\]

with \(G,F\) real and \(\chi\) the spin-up spinor. The factor \(1/4\pi\) turns each angular integral into an average, for which \(n_in_j\to\delta_{ij}/3\).

### Derivative acting on the wave functions

When the derivative in (6) acts on the wave functions, it gives \(\tfrac12[(\partial_k\bar\psi)\Lambda^i\psi-\bar\psi\Lambda^i\partial_k\psi]\). Since \(\gamma^0\Lambda^i(p,p)\) is Hermitian, this combination, multiplied by \(-i\), is the real part of \(\psi^\dagger\gamma^0\Lambda^i(i\partial_k\psi)\). The corresponding shift is

\[
\Delta E_{\rm wf}=\frac e2\,\epsilon_{ijk}B_j\int d^3p\;{\rm Re}\,\psi^\dagger\gamma^0\Lambda^i(p,p)\,(i\partial_k\psi). \tag{25}
\]

Here \(i\partial_k\) is the position operator, as it should be for a potential proportional to \(\mathbf r\).

The vertex shift in a uniform field now requires only the vertex at equal momenta and its slope in the momentum transfer, both known in closed form. It remains to carry out the angular averages for the \(s_{1/2}\) state, add the reducible term, and evaluate the resulting radial integral in the free limit and for hydrogenlike lead.
